# LH1–HH2 crossing and LH1 mass reversal in a hard-wall well

A subband calculation for holes in a quantum well must decide whether the first light-hole subband, LH1, may be given a parabolic effective mass and, if so, with which sign. The answer depends on where LH1 lies relative to the second heavy-hole subband, HH2. In the hard-wall model the two levels coincide at $\gamma_2/\gamma_1=0.3$. The LH1 mass is negative just below this ratio and positive just above it, and at the ratio itself no parabolic mass exists.

The model is a symmetric well of width $L$ grown along $z=[001]$, with impenetrable walls at $z=0$ and $z=L$, and without strain or electric field. The valence band is described by the four-band Luttinger Hamiltonian with constant parameters $\gamma_1,\gamma_2,\gamma_3$. Hole energy is counted upward, so a positive mass means that the hole energy rises with in-plane wave number. I assume $\gamma_1>2\gamma_2>0$ and $\gamma_1>2\gamma_3>0$, which make the heavy bulk masses along $[001]$ and $[111]$ positive. With spin-3/2 matrices $J_i$ and $\{A,B\}=(AB+BA)/2$,

$$
H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)\mathbf k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}\{k_i,k_j\}\{J_i,J_j\}\Big],
$$

where $k_z=-i\,d/dz$, while $k_x,k_y$ are numbers with $k^2=k_x^2+k_y^2$. The heavy-hole states have $J_z=\pm3/2$ and the light-hole states $J_z=\pm1/2$.

The diagonal elements come first. For $J_z^2=9/4$ the coefficient of $k_z^2$ is $\gamma_1+\frac52\gamma_2-\frac92\gamma_2=\gamma_1-2\gamma_2$. For $J_z^2=1/4$ it is $\gamma_1+\frac52\gamma_2-\frac12\gamma_2=\gamma_1+2\gamma_2$. Since $J_x^2+J_y^2=\frac{15}4-J_z^2$, shared equally on the diagonal, the diagonal element of $J_x^2$ or $J_y^2$ is $3/4$ for heavy and $7/4$ for light holes. The coefficients of $k^2$ are therefore $\gamma_1+\gamma_2$ for heavy and $\gamma_1-\gamma_2$ for light holes.

At $k=0$ nothing else remains. The states are $\psi_n=\sqrt{2/L}\,\sin(n\pi z/L)$ and, with $a=\gamma_1+2\gamma_2$ and $b=\gamma_1-2\gamma_2$,

$$
E_{\mathrm{LH}n}=\frac{\hbar^2\pi^2}{2m_0L^2}\,a\,n^2,\qquad
E_{\mathrm{HH}n}=\frac{\hbar^2\pi^2}{2m_0L^2}\,b\,n^2 .
$$

LH1 and HH2 coincide when $a=4b$, that is

$$
\gamma_1+2\gamma_2=4\gamma_1-8\gamma_2
\quad\Longrightarrow\quad 10\gamma_2=3\gamma_1
\quad\Longrightarrow\quad \frac{\gamma_2}{\gamma_1}=\frac3{10}.
$$

The width cancels because both energies scale as $L^{-2}$, and $\gamma_3$ is absent because it enters only with $k$. Below the ratio LH1 is the lower of the two levels; above it, HH2 is.

The in-plane mass needs the terms that connect different spin states. The part linear in $k$ is $-4\gamma_3k_z(k_x\{J_x,J_z\}+k_y\{J_y,J_z\})$. Its element between $J_z=3/2$ and $1/2$ follows from

$$
\langle\tfrac32|\{J_x,J_z\}|\tfrac12\rangle=\tfrac12\big(\tfrac32+\tfrac12\big)\tfrac{\sqrt3}2=\tfrac{\sqrt3}2 ,
$$

and the element with $J_y$ is $-i\sqrt3/2$. The coupling is thus $-2\sqrt3\,\gamma_3(k_x-ik_y)k_z$ in units of $\hbar^2/2m_0$. Between $J_z=1/2$ and $-1/2$ the prefactor is $\frac12(\frac12-\frac12)=0$, so light holes do not couple to each other linearly. The remaining terms change $J_z$ by two and are already quadratic in $k$; since they are off-diagonal, they first change the energy beyond order $k^2$. Finally, $+1/2$ couples linearly to $+3/2$ alone, and $-1/2$ to $-3/2$ alone. The two members of the LH1 Kramers pair share no intermediate state at second order, and ordinary second-order perturbation theory applies to each. Since $|k_x-ik_y|^2=k^2$, the resulting mass is isotropic in the plane.

The matrix element of $k_z$ between well states is

$$
\langle n|\tfrac{d}{dz}|1\rangle=\frac{2\pi}{L^2}\int_0^L\sin\frac{n\pi z}{L}\cos\frac{\pi z}{L}\,dz
=\frac{\pi}{L^2}\int_0^L\Big[\sin\frac{(n+1)\pi z}{L}+\sin\frac{(n-1)\pi z}{L}\Big]dz .
$$

The integral of $\sin(p\pi z/L)$ over the well is $2L/(p\pi)$ for odd $p$ and zero for even $p$. Odd $n$ therefore gives nothing, as parity requires, and even $n$ gives

$$
|\langle n|k_z|1\rangle|=\frac2L\Big(\frac1{n+1}+\frac1{n-1}\Big)=\frac{4n}{L(n^2-1)} .
$$

The second-order shift of LH1 is the sum of squared couplings divided by $E_{\mathrm{LH}1}-E_{\mathrm{HH}n}$. The squared coupling is $12\gamma_3^2k^2\cdot16n^2/[L^2(n^2-1)^2]$ and the denominator is $\pi^2(a-n^2b)/L^2$, both in units of $\hbar^2/2m_0$. The width cancels again. Writing the energy as $E_{\mathrm{LH}1}+\hbar^2k^2/2m$ gives

$$
\frac{m_0}{m}=\gamma_1-\gamma_2+\frac{192\gamma_3^2}{\pi^2}\sum_{n=2,4,\dots}\frac{n^2}{(n^2-1)^2\,(a-n^2b)} .
$$

This form already shows the sign change. At $a=4b$ the $n=2$ denominator vanishes, while the others equal $b(4-n^2)\neq0$. The singular term is

$$
\Big(\frac{m_0}{m}\Big)_{\mathrm{HH}2}=\frac{192\gamma_3^2}{\pi^2}\,\frac49\,\frac1{a-4b}
=\frac{256\,\gamma_3^2}{3\pi^2\,(10\gamma_2-3\gamma_1)} .
$$

It is negative below the ratio 0.3 and positive above, and close enough to the crossing it outweighs the finite remainder. Physically, coupled levels repel. When LH1 lies below HH2, a finite $k$ pushes it down; when it lies above, $k$ pushes it up. The inverse mass changes sign through infinity, and the mass itself passes through zero. If $\gamma_3=0$, this coupling is absent, the inverse mass is $\gamma_1-\gamma_2>0$ on both sides, and no sign change occurs.

The sum can be done in closed form. Let $r=\sqrt{a/b}$ and take out a factor $1/b$. Treating $n^2$ as the variable, partial fractions give

$$
\frac{n^2}{(n^2-1)^2(r^2-n^2)}=\frac{r^2}{(r^2-1)^2}\Big[\frac1{n^2-1}+\frac1{r^2-n^2}\Big]+\frac1{r^2-1}\,\frac1{(n^2-1)^2} .
$$

The coefficients of the double pole at $n^2=1$ and of the pole at $n^2=r^2$ follow by evaluating the left side there. The coefficient of $1/(n^2-1)$ must equal that of $1/(r^2-n^2)$ because the left side falls off as $n^{-4}$. With $n=2j$, the first sum telescopes:

$$
\sum_j\frac1{4j^2-1}=\frac12\sum_j\Big(\frac1{2j-1}-\frac1{2j+1}\Big)=\frac12 .
$$

Squaring the same decomposition and using $\sum_{j\ge1}(2j-1)^{-2}=\pi^2/8$,

$$
\sum_j\frac1{(4j^2-1)^2}=\frac14\Big[\frac{\pi^2}8+\Big(\frac{\pi^2}8-1\Big)-2\cdot\frac12\Big]=\frac{\pi^2}{16}-\frac12 .
$$

The series $\pi\cot\pi x=1/x+2x\sum_j(x^2-j^2)^{-1}$ at $x=r/2$ supplies the third:

$$
\sum_j\frac1{r^2-4j^2}=\frac{\pi}{4r}\cot\frac{\pi r}2-\frac1{2r^2} .
$$

The first and third sums, multiplied by $r^2$, add up to $\frac12(r^2-1)+\frac{\pi r}4\cot\frac{\pi r}2$. The complete sum is therefore

$$
\frac1{2(r^2-1)}+\frac{\pi r\cot(\pi r/2)}{4(r^2-1)^2}+\frac{\pi^2}{16(r^2-1)}-\frac1{2(r^2-1)} ,
$$

in which the first and last terms cancel. Multiplying by $192\gamma_3^2/(\pi^2b)$ and using $b(r^2-1)=a-b=4\gamma_2$, hence $b(r^2-1)^2=16\gamma_2^2/b$, together with $br=\sqrt{ab}=\sqrt{\gamma_1^2-4\gamma_2^2}$, gives

$$
\frac{m_0}{m}=\gamma_1-\gamma_2+\frac{3\gamma_3^2}{\gamma_2}
+\frac{3\gamma_3^2\sqrt{\gamma_1^2-4\gamma_2^2}}{\pi\gamma_2^2}\cot\frac{\pi r}2 .
$$

The crossing is at $r=2$, where the cotangent has its pole.

How far does each sign extend? Write $a-n^2b=\gamma_1(1-n^2)+2\gamma_2(1+n^2)$ in the series. At fixed $\gamma_1$ and $\gamma_3$ this grows with $\gamma_2$, so each term $1/(a-n^2b)$ decreases between its poles, as does $\gamma_1-\gamma_2$. The inverse mass therefore falls steadily between successive poles. For small $\gamma_2$, set $t=2\gamma_2/\gamma_1$. Then $r\simeq1+t+t^2/2$ and $\cot(\pi r/2)\simeq-\frac\pi2(t+t^2/2)$, so the last two terms of the closed form become

$$
\frac{6\gamma_3^2}{\gamma_1t}-\frac{12\gamma_3^2}{\pi\gamma_1t^2}\,\frac\pi2\Big(t+\frac{t^2}2\Big)=-\frac{3\gamma_3^2}{\gamma_1} .
$$

The limit $\gamma_1-3\gamma_3^2/\gamma_1$ exceeds $\gamma_1/4$ because $\gamma_1>2\gamma_3$, so it is positive. Between $\gamma_2=0$ and the crossing the inverse mass thus falls from a positive value to $-\infty$ and has one zero. Beyond the crossing it restarts at $+\infty$ and falls to $-\infty$ at the next pole, $r=4$, where LH1 meets HH4; there $a=16b$, or $\gamma_2/\gamma_1=15/34\approx0.441$. It is therefore wrong to read the result as "negative everywhere below 0.3, positive everywhere above".

Near the crossing it is better to keep LH1 and HH2 together. With $|\langle2|k_z|1\rangle|=8/(3L)$, their coupling has magnitude $vk$, where

$$
v=\frac{\hbar^2}{2m_0}\,2\sqrt3\,\gamma_3\,\frac8{3L}=\frac{\hbar^2}{2m_0}\,\frac{16\gamma_3}{\sqrt3\,L} .
$$

With $\Delta=E_{\mathrm{HH}2}-E_{\mathrm{LH}1}$ and $\bar E$ the mean of the two levels, the two-level energies, without the weaker diagonal $k^2$ terms, are

$$
E_\pm=\bar E\pm\sqrt{(\Delta/2)^2+v^2k^2} .
$$

At $\Delta=0$ they are $\bar E\pm vk$, linear in $k$, which is why no mass can be defined there. Otherwise, expanding the root gives LH1 the shift $-v^2k^2/\Delta$, the singular term found above, and gives HH2 the opposite shift. The expansion requires $k\ll k_c=|\Delta|/(2v)$. As the crossing is approached the mass becomes very light, but the range of $k$ in which it has meaning shrinks to nothing.

For numbers, take $L=10$ nm, $\gamma_1=7$ and $\gamma_3=2.9$, all held fixed, with $\gamma_2=2.0$ or $2.2$. The ratios 0.286 and 0.314 lie on either side of 0.3. The energy unit $\hbar^2\pi^2/(2m_0L^2)$ is 3.76 meV. For $\gamma_2=2.0$, $a=11$ and $4b=12$, so LH1 lies at 41.4 meV and HH2 at 45.1 meV. For $\gamma_2=2.2$, $a=11.4$ and $4b=10.4$, so LH1 lies at 42.9 meV and HH2 at 39.1 meV. The gap is 3.76 meV in both cases, with opposite order.

The denominator $10\gamma_2-3\gamma_1$ is $-1$ or $+1$, and the HH2 term is

$$
\frac{256\times2.9^2}{3\pi^2\times(\mp1)}=\mp72.7 .
$$

Diagonalizing the full Hamiltonian with the HH2 state removed leaves inverse masses of 4.6 and 4.3, both positive. This identifies HH2 as the cause of the reversal. With HH2 restored,

$$
\frac{m_0}{m}\approx-72.7+4.6=-68.1,\qquad \frac{m_0}{m}\approx72.7+4.3=77.0 ,
$$

so the masses are $-0.0147\,m_0$ and $+0.0130\,m_0$. The closed formula and the curvature of the diagonalized bands agree on $-68.10$ and $77.04$. HH2 shows the reverse pattern, with inverse masses of 78.8 and $-66.3$. For these $\gamma_1$ and $\gamma_3$, the LH1 mass is negative for ratios from 0.125 to 0.300, positive from there to 0.437, and negative again up to the HH4 crossing at 0.441.

These masses hold over a very small region. The slope is $v=102$ meV nm, so at $\gamma_2=2.0$

$$
k_c=\frac{3.76}{2\times102}\approx0.018\ \mathrm{nm}^{-1} .
$$

At this $k$ the full Hamiltonian lowers LH1 by 0.72 meV, whereas the parabola predicts 0.88 meV, an overestimate of 23% relative to the full value. The subband that starts as LH1 continues downward to a minimum near $k=0.19$ nm$^{-1}$ along $[100]$, 9.3 meV below its value at $k=0$. That is about ten times $k_c$, and no mass taken at $k=0$ can describe it. At the same $k$ the energy along $[110]$ is 0.7 meV higher than along $[100]$, so the isotropy found at order $k^2$ no longer holds.

The parameters are round numbers in the rough regime of GaAs wells, where $\gamma_2/\gamma_1$ is close to 0.3; they are not a fit to that material. The hard wall is the assumption that matters most among those sized here. A barrier of 200 meV, a rough value, with the same Luttinger parameters inside it, moves the crossing from 0.300 to 0.342, or 14%. The direction follows from the penetration depth $1/\kappa$. For a high barrier the levels are those of a hard-wall well of width $L+2/\kappa$, so each energy falls by the fraction $4/(\kappa L)$. At equal energy $1/\kappa$ is proportional to $\sqrt a$ or $\sqrt b$, and near $a=4b$ the light hole penetrates twice as far and falls twice as much in this limit. At 200 meV the limit gives only the direction: for $\gamma_2=2.1$, where $a=4b$, LH1 falls by 41% and HH2 by 24%. A larger $\gamma_2/\gamma_1$ is then needed to bring LH1 back up to HH2. With this barrier LH1 lies below HH2 by 9.1 meV at $\gamma_2=2.0$ and by 4.5 meV at $\gamma_2=2.2$, so the second case has changed its level order. The LH1 inverse masses become about $-9$ and $-22$, so the hard-wall masses above should not be used for such a well.

The local sign change survives at the shifted crossing. In a symmetric finite well with the same Luttinger parameters in the barrier, the LH1 envelope is even and falls away from the centre, so its derivative is odd with one sign in each half. The HH2 envelope is also odd with one sign in each half. Their overlap cannot vanish, and the same repulsion follows.

The other omissions I have sized move the levels less at $k=0$. Including the split-off band, at a rough 340 meV, in the hard-wall well moves the crossing to 0.306. The masses respond much more strongly, because both examples lie close to the crossing: the LH1 inverse masses change from $-68$ to about $-44$ and from 77 to about 122. A field of 0.02 MV/cm, which drops 20 mV across the well, widens the gap at $\gamma_2=2.0$ by 0.2 meV. It also removes the parity rule, so that LH1 can couple linearly to odd heavy-hole levels; the effect of this on the mass is not included. In an inversion layer the confinement is itself asymmetric, and neither the ratio 0.3 nor the parity argument carries over. Strain shifts heavy and light holes relative to each other, and a relative shift of 3.76 meV in the right direction is enough to make the two example levels coincide. At 300 K the thermal energy is 25.9 meV, about seven times the gap, so carriers are not confined to the region where the $k=0$ mass applies.

For a calculation in a symmetric well, then, the order of LH1 and HH2 should be found with the actual barriers and strain. A single LH1 mass is justified if the occupied wave numbers satisfy $k\ll k_c$, with $\Delta$ and $v$ taken for that well, and no other level limits the expansion sooner. Otherwise the coupled bands must be diagonalized at finite $k$. The hard-wall levels and masses for both cases are listed in the numerical output.

## Computed results

```
crossing ratio gamma2/gamma1 from Hamiltonian: 0.300000
largest relative deviation, mass formula: 1.3e-06
well width L: 10.0 nm; gamma1 = 7.0; gamma3 = 2.9
hbar^2/(2 m0): 38.100 meV nm^2
hbar^2 pi^2/(2 m0 L^2): 3.7603 meV
--- gamma2 = 2.0, ratio = 0.2857, r = 1.9149
HH1 level: 11.28 meV
LH1 level: 41.36 meV
HH2 level: 45.12 meV
direct term gamma1 - gamma2: 5.00
HH2 term in m0/m of LH1: -72.71
m0/m of LH1, formula: -68.10
m0/m of LH1, Hamiltonian: -68.10
LH1 in-plane mass: -0.0147 m0
m0/m of LH1 with HH2 removed: 4.61
m0/m of HH2, Hamiltonian: 78.81
LH1 - HH2, finite barrier: -9.14 meV
--- gamma2 = 2.2, ratio = 0.3143, r = 2.0939
HH1 level: 9.78 meV
LH1 level: 42.87 meV
HH2 level: 39.11 meV
direct term gamma1 - gamma2: 4.80
HH2 term in m0/m of LH1: 72.71
m0/m of LH1, formula: 77.04
m0/m of LH1, Hamiltonian: 77.04
LH1 in-plane mass: 0.0130 m0
m0/m of LH1 with HH2 removed: 4.32
m0/m of HH2, Hamiltonian: -66.25
LH1 - HH2, finite barrier: -4.54 meV
--- sign windows and range of the mass
lower zero of m0/m at gamma2/gamma1: 0.1248
upper zero of m0/m at gamma2/gamma1: 0.4368
LH1-HH4 crossing at gamma2/gamma1: 0.4412
linear slope at the crossing: 102.07 meV nm
LH1-HH2 gap at gamma2 = 2.0: 3.76 meV
k_c at gamma2 = 2.0: 0.0184 nm^-1
LH1 shift at k_c, full: -0.716 meV
LH1 shift at k_c, parabola: -0.880 meV
LH1 minimum along [100] at k: 0.190 nm^-1
depth of that minimum: 9.29 meV
[110] minus [100] energy at that k: 0.68 meV
--- neglected effects
crossing ratio, 200 meV barrier: 0.3418
crossing ratio, split-off at 340 meV: 0.3061
field: 0.02 MV/cm, drop over well: 20.0 meV
change of LH1 - HH2 by field, gamma2 = 2.0: -0.217 meV
thermal energy at 300 K: 25.85 meV
```
